# The Quinn-Ferrell electron lifetime: derivation, static screening and limits of validity: test program

```python
# Quinn-Ferrell lifetime of an electron at energy delta = E - EF above the Fermi
# level of the uniform electron gas (T = 0, on shell, direct RPA scattering).
# Rydberg units: hbar = 2m = 1, e^2 = 2, eps_k = k^2, v(q) = 8 pi/q^2.
# Result: 1/tau = delta^2 I/(pi kF), I = int_0^{2kF} dq/(q^2 + a^2 F(q/2kF))^2,
# a = Thomas-Fermi wave vector, F = static Lindhard function, b = a/(2kF).
# For rs -> 0: I -> pi/(4a^3), 1/tau = sqrt(3) pi^2/128 wp (delta/EF)^2,
# tau = 263 rs^(-5/2) delta^(-2) fs eV^2.  chi0 = -N0 g(x,u), x=q/2kF, u=w/(2kF q).
# Also tested: corrections in b, the term linear in delta (slope s), and the
# exchange integral X (I -> I - X/2 with Thomas-Fermi screening).
import numpy as np
from math import pi, sqrt, atanh, atan, log, exp
from scipy.integrate import quad
from scipy import constants as sc
from numpy.polynomial.legendre import leggauss

RY_EV = sc.physical_constants['Rydberg constant times hc in eV'][0]
T_FS = sc.hbar / (RY_EV * sc.e) * 1e15      # hbar/Ry in fs


def gas(rs):
    kF = (9 * pi / 4) ** (1 / 3) / rs
    return kF, sqrt(4 * kF / pi), sqrt(12 / rs ** 3)   # kF, a, wp


def flog(z):
    az = abs(z)
    if az == 1.0:
        return 0.0
    return (1 - z * z) * 2 * (atanh(z) if az < 1 else atanh(1 / z))


def lindhard(x, u):
    re = 0.5 + (flog(x - u) + flog(x + u)) / (8 * x)
    if u + x < 1:
        im = pi * u / 2
    else:
        im = pi / (8 * x) * max(0.0, 1 - (u - x) ** 2)
    return re, im


def g_by_quadrature(q, w, eta=1e-6):
    # kF = 1: sum over the occupied sphere in slices of constant p_z
    z = w + 1j * eta
    f = lambda p: (1 - p * p) * (1 / (z - q * q - 2 * q * p) - 1 / (z + q * q + 2 * q * p))
    pts = sorted({round(c + d, 12) for c in ((w - q * q) / (2 * q), -(w + q * q) / (2 * q))
                  for d in (-1e-2, -1e-4, -1e-5, 0, 1e-5, 1e-4, 1e-2) if abs(c + d) < 1})
    kw = dict(points=pts or None, limit=500, epsabs=1e-8, epsrel=1e-8)
    val = quad(lambda p: f(p).real, -1, 1, **kw)[0] + 1j * quad(lambda p: f(p).imag, -1, 1, **kw)[0]
    chi = 2 * pi / (2 * pi) ** 3 * val
    return -chi / (1 / (2 * pi ** 2))


for q, w in [(0.5, 0.2), (1.9, 0.3), (0.1, 0.2), (2.2, 0.1), (1.0, 0.0), (1.5, 0.05)]:
    assert abs(g_by_quadrature(q, w) - complex(*lindhard(q / 2, w / (2 * q)))) < 2e-4


def J_lind(b):   # (2kF)^3 times the static Lindhard integral
    pts = [p for p in (b, 10 * b) if p < 1]
    return quad(lambda x: 1 / (x * x + b * b * lindhard(x, 0.0)[0]) ** 2, 0, 1,
                points=pts or None, epsabs=0, epsrel=1e-11, limit=300)[0]


J_tf = lambda b: (atan(1 / b) / b + 1 / (1 + b * b)) / (2 * b * b)
J_inf = lambda b: pi / (4 * b ** 3)
J_x = lambda b: atan(sqrt(1 + 2 * b * b) / b ** 2) / (b * b * sqrt(1 + 2 * b * b))

for b in (0.1, 0.6, 1.3):
    assert abs(quad(lambda x: (x * x + b * b) ** -2, 0, 1, epsrel=1e-11)[0] / J_tf(b) - 1) < 1e-8
    assert abs(quad(lambda x: (x * x + b * b) ** -2, 0, np.inf, epsrel=1e-11)[0] / J_inf(b) - 1) < 1e-7
    avg = lambda x: quad(lambda ph: 1 / ((1 - x * x) * np.sin(ph / 2) ** 2 + b * b), 0, pi)[0] / pi
    assert abs(quad(lambda x: avg(x) / (x * x + b * b), 0, 1)[0] / J_x(b) - 1) < 1e-6
bs = 0.02        # remainder is O(b) relative, about 1 percent here
cubic = (J_lind(bs) / J_inf(bs) - 1 - bs ** 2 / 6) / bs ** 3
assert abs(cubic / (-4 / (3 * pi)) - 1) < 0.02
x_over_b = J_x(bs) / (2 * J_tf(bs)) / bs
assert abs(x_over_b - 1) < 2e-3


def rate_qw(rs, delta, dynamic=True):
    # (2/pi k) int dw int dq/q loss(q,w), exact Im chi0; RPA or Thomas-Fermi denominator
    kF, a, wp = gas(rs)
    k = sqrt(kF * kF + delta)
    assert delta < min(wp, kF * kF)
    xs, ws = leggauss(12)
    tot = 0.0
    for xi, wi in zip(xs, ws):
        w = delta * (xi + 1) / 2

        def loss(q):
            re, im = lindhard(q / (2 * kF), w / (2 * kF * q))
            s = a * a / (q * q)
            return s * im / (((1 + s * re) ** 2 + (s * im) ** 2) if dynamic else (1 + s) ** 2)
        q_plus = k + sqrt(k * k - w)
        q_top = kF + sqrt(kF * kF + w)
        q_up = kF + sqrt(kF * kF - w)
        assert q_plus >= q_top and w / q_plus <= w / q_top   # continuum inside allowed range
        q_bot, q_lin = w / q_top, w / q_up
        kw = dict(epsabs=1e-10 * w / a ** 3, epsrel=1e-9, limit=300)
        t0, t1 = log(q_lin), log(q_up)
        pts = sorted(t for t in (t0 + 1e-4, t0 + 1e-2, t0 + 0.3, t0 + 1.5, log(a), t1 - 1e-2)
                     if t0 < t < t1)
        s = (quad(lambda q: loss(q) / q, q_bot, q_lin, **kw)[0]
             + quad(lambda t: loss(exp(t)), t0, t1, points=pts, **kw)[0]
             + quad(lambda q: loss(q) / q, q_up, q_top, **kw)[0])
        tot += wi * delta / 2 * s
    return 2 / (pi * k) * tot


def rate_cm(rs, delta):
    # Golden rule in centre-of-mass variables, P = k + p, kap = (k - p)/2, Thomas-Fermi W.
    # Returns direct rate (two spins) and magnitude of the exchange rate.
    kF, a, _ = gas(rs)
    k2 = kF * kF + delta
    k = sqrt(k2)
    half = [0, 1e-3, 3e-3, 1e-2, 3e-2, 0.1, 0.3, 0.8, pi / 2]
    edges = half + [pi - t for t in half[-2::-1]]
    x, w = leggauss(10)
    th = np.concatenate([(l + r) / 2 + (r - l) / 2 * x for l, r in zip(edges[:-1], edges[1:])])
    wth = np.concatenate([(r - l) / 2 * w for l, r in zip(edges[:-1], edges[1:])])
    th, wth = th[:, None, None], wth[:, None, None]
    xc, wc = leggauss(12)
    xc, wc = xc[None, :, None], wc[None, :, None]
    nphi = 40
    cph = np.cos((np.arange(nphi) + 0.5) * pi / nphi)[None, None, :]
    D = X = 0.0
    for xe, we in zip(*leggauss(8)):
        p2 = kF * kF - delta * (1 - xe) / 2
        p = sqrt(p2)
        P = np.sqrt(k2 + p2 + 2 * k * p * np.cos(th))
        kap = np.sqrt(k2 + p2 - 2 * k * p * np.cos(th)) / 2
        cmax = np.minimum(1.0, ((k2 + p2) / 2 - kF * kF) / (P * kap))   # both final states empty
        c = cmax * xc
        dot = kap * ((k2 - p2) / (2 * P) * c + k * p * np.sin(th) / P * np.sqrt(1 - c * c) * cph)
        W1 = 8 * pi / (2 * kap ** 2 - 2 * dot + a * a)
        W2 = 8 * pi / (2 * kap ** 2 + 2 * dot + a * a)
        wt = (we * delta / 2) * pi * p * np.sin(th) * wth * kap / 4 * cmax * wc * 2 * pi / nphi
        D += np.sum(wt * 2 * W1 * W1)
        X += np.sum(wt * W1 * W2)
    return np.array([D, X]) * 2 * pi / (2 * pi) ** 6


def rate_static(rs, delta, J):
    kF, a, _ = gas(rs)
    return delta ** 2 * J(a / (2 * kF)) / (2 * kF) ** 3 / (pi * kF)


Cdyn = pi / 2 * (quad(lambda n: (1 / ((1 - n * atanh(n)) ** 2 + (pi * n / 2) ** 2) - 1) / n ** 2,
                      0, 1, limit=300)[0] - 1)


def slope_terms(rs):
    kF, a, _ = gas(rs)
    return -1 / (2 * kF * kF), Cdyn * (2 * kF) ** 3 / (6 * kF * kF * a * a * J_lind(a / (2 * kF)))


slope_num = {}
for r in (2.0, 0.01):
    h = 0.002 * gas(r)[2]
    sl = lambda d: (rate_qw(r, d) / rate_static(r, d, J_lind) - 1) / d
    slope_num[r] = 2 * sl(h) - sl(2 * h)
    assert abs(slope_num[r] / sum(slope_terms(r)) - 1) < 0.01
c_wp = 16 * Cdyn / (3 * sqrt(3) * pi ** 2)
assert abs(slope_terms(0.01)[1] * gas(0.01)[2] / c_wp - 1) < 1e-3
assert slope_terms(0.01)[1] / slope_terms(0.01)[0] > 10

pref_ry = 32 * (9 * pi / 4) ** (5 / 6) / pi ** 1.5
pref = pref_ry * T_FS * RY_EV ** 2
a0 = sc.physical_constants['Bohr radius'][0]
n_si = 3 / (4 * pi * (3 * a0) ** 3)
wp_si = sqrt(n_si * sc.e ** 2 / (sc.epsilon_0 * sc.m_e))
EF_si = sc.hbar ** 2 * (3 * pi ** 2 * n_si) ** (2 / 3) / (2 * sc.m_e) / sc.e
pref_si = 128 / (sqrt(3) * pi ** 2 * wp_si) * EF_si ** 2 * 1e15 * 3 ** 2.5
assert abs(pref_si / pref - 1) < 1e-7 and abs(pref - 263) < 0.5
d_hd = 1e-3 * gas(0.01)[2]
pref_rpa = d_hd ** 2 * 0.01 ** 2.5 / rate_qw(0.01, d_hd) * T_FS * RY_EV ** 2
assert abs(pref_rpa / pref - 1) < 2e-3      # expected corrections are below 1e-3

rs, delta = 2.0, 0.05
kF, a, wp = gas(rs)
EF, b = kF * kF, a / (2 * kF)
cm = rate_cm(rs, delta)
qw_tf = rate_qw(rs, delta, dynamic=False)
assert abs(cm[0] / qw_tf - 1) < 1e-4
h = 0.005 * EF
lim = 2 * rate_cm(rs, h) / h ** 2 - rate_cm(rs, 2 * h) / (2 * h) ** 2
assert abs(lim[0] / rate_static(rs, 1.0, J_tf) - 1) < 2e-3
assert abs(lim[1] / (rate_static(rs, 1.0, J_x) / 2) - 1) < 2e-3
s1, s2 = slope_terms(rs)
rates = [("Quinn-Ferrell", rate_static(rs, delta, J_inf)),
         ("Thomas-Fermi to 2kF", rate_static(rs, delta, J_tf)),
         ("static Lindhard", rate_static(rs, delta, J_lind)),
         ("Lindhard x (1+s delta)", rate_static(rs, delta, J_lind) * (1 + (s1 + s2) * delta)),
         ("full RPA", rate_qw(rs, delta))]
assert abs(rates[0][1] * pref_ry / (rs ** 2.5 * delta ** 2) - 1) < 1e-12
assert abs(rates[3][1] / rates[4][1] - 1) < 0.02

print(f"Ry = {RY_EV:.5f} eV, hbar/Ry = {T_FS:.6f} fs")
print(f"kF rs = {kF * rs:.5f} 1/bohr, b^2/rs = {b * b / rs:.5f}")
print(f"prefactor = {pref_ry:.4f} (hbar/Ry) Ry^2 = {pref:.2f} fs eV^2")
print(f"prefactor from SI formula = {pref_si:.2f} fs eV^2")
print(f"full RPA, rs=0.01, delta=0.001 wp: {pref_rpa:.2f} fs eV^2")
print(f"C = {Cdyn:.5f}, 16C/(3 sqrt3 pi^2) = {c_wp:.5f}")
print(f"b=0.02: cubic coeff = {cubic:.4f}, -4/(3pi) = {-4 / (3 * pi):.4f}")
print(f"b=0.02: X/(2 I_TF b) = {x_over_b:.5f}")
print(f"rs=0.01: wp/EF = {gas(0.01)[2] / gas(0.01)[0] ** 2:.4f}")
print(f"rs=0.01: s wp numeric = {slope_num[0.01] * gas(0.01)[2]:.4f}, "
      f"formula = {sum(slope_terms(0.01)) * gas(0.01)[2]:.4f}")
print(f"example: rs = {rs:g}, delta = {delta:g} Ry = {delta * RY_EV:.4f} eV")
print(f"kF = {kF:.5f} 1/bohr, qTF = {a:.5f} 1/bohr, b = {b:.5f}")
print(f"EF = {EF:.5f} Ry, wp = {wp:.5f} Ry")
print(f"delta/EF = {delta / EF:.5f}, delta/wp = {delta / wp:.5f}")
for name, J in (("I_inf", J_inf), ("I_TF", J_tf), ("I_L", J_lind), ("X", J_x)):
    print(f"{name} = {J(b) / (2 * kF) ** 3:.5f} bohr^3")
print(f"s = {s1:.4f} + ({s2:.4f}) = {s1 + s2:.4f} 1/Ry, numeric {slope_num[2.0]:.4f} 1/Ry")
print(f"1 + s delta = {1 + (s1 + s2) * delta:.4f}")
for name, G in rates:
    print(f"{name}: rate = {G:.5e} Ry, tau = {T_FS / G:.2f} fs")
print(f"TF screening, finite delta: (q,w) rate = {qw_tf:.6e} Ry")
print(f"TF screening, finite delta: c.m. rate = {cm[0]:.6e} Ry")
print(f"rate/delta^2, direct: c.m. limit {lim[0]:.5f}, formula {rate_static(rs, 1.0, J_tf):.5f} 1/Ry")
print(f"rate/delta^2, exchange: c.m. limit {lim[1]:.5f}, formula {rate_static(rs, 1.0, J_x) / 2:.5f} 1/Ry")
print("rs      b       I_TF/I_inf  I_L/I_inf  X/(2I_TF)  (dimensionless)")
for r in (0.01, 0.1, 1, 2, 4):
    bb = gas(r)[1] / (2 * gas(r)[0])
    print(f"{r:<6g}  {bb:.4f}  {J_tf(bb) / J_inf(bb):.4f}      {J_lind(bb) / J_inf(bb):.4f}"
          f"     {J_x(bb) / (2 * J_tf(bb)):.4f}")
print("done: every assertion held")
```

Running it gives:

```
Ry = 13.60569 eV, hbar/Ry = 0.048378 fs
kF rs = 1.91916 1/bohr, b^2/rs = 0.16586
prefactor = 29.3226 (hbar/Ry) Ry^2 = 262.60 fs eV^2
prefactor from SI formula = 262.60 fs eV^2
full RPA, rs=0.01, delta=0.001 wp: 262.74 fs eV^2
C = -2.40740, 16C/(3 sqrt3 pi^2) = -0.75108
b=0.02: cubic coeff = -0.4215, -4/(3pi) = -0.4244
b=0.02: X/(2 I_TF b) = 0.99935
rs=0.01: wp/EF = 0.0941
rs=0.01: s wp numeric = -0.7979, formula = -0.7979
example: rs = 2, delta = 0.05 Ry = 0.6803 eV
kF = 0.95958 1/bohr, qTF = 1.10534 1/bohr, b = 0.57595
EF = 0.92079 Ry, wp = 1.22474 Ry
delta/EF = 0.05430, delta/wp = 0.04082
I_inf = 0.58157 bohr^3
I_TF = 0.54823 bohr^3
I_L = 0.57890 bohr^3
X = 0.43617 bohr^3
s = -0.5430 + (-0.6161) = -1.1591 1/Ry, numeric -1.1591 1/Ry
1 + s delta = 0.9420
Quinn-Ferrell: rate = 4.82295e-04 Ry, tau = 100.31 fs
Thomas-Fermi to 2kF: rate = 4.54643e-04 Ry, tau = 106.41 fs
static Lindhard: rate = 4.80083e-04 Ry, tau = 100.77 fs
Lindhard x (1+s delta): rate = 4.52260e-04 Ry, tau = 106.97 fs
full RPA: rate = 4.53594e-04 Ry, tau = 106.65 fs
TF screening, finite delta: (q,w) rate = 4.333765e-04 Ry
TF screening, finite delta: c.m. rate = 4.333765e-04 Ry
rate/delta^2, direct: c.m. limit 0.18185, formula 0.18186 1/Ry
rate/delta^2, exchange: c.m. limit 0.07234, formula 0.07234 1/Ry
rs      b       I_TF/I_inf  I_L/I_inf  X/(2I_TF)  (dimensionless)
0.01    0.0407  1.0000      1.0002     0.0406
0.1     0.1288  0.9991      1.0019     0.1255
1       0.4073  0.9762      1.0041     0.3287
2       0.5759  0.9427      0.9954     0.3978
4       0.8145  0.8766      0.9671     0.4501
done: every assertion held
```
